\section*{Wegner's relation between the conductivity and localization-length exponents}

\section{A transition that can be solved by hand}

Take a cube of disordered material with edge $L$ at zero temperature, and let electrons cross it between opposite faces. Its conductance $G$ has a natural unit, so we write, for each spin direction,
\begin{equation}
G=\frac{e^2}{h}\,g(L),\qquad x=\ln g .
\end{equation}
Suppose that the growth rate of $x$ with size depends on $x$ alone,
\begin{equation}
\frac{dx}{d\ln L}=\beta(x),
\label{flow}
\end{equation}
and that $\beta$ vanishes at one value $x_c=\ln g_c$. A cube with $g=g_c$ keeps that conductance at every size. Let $u=x-x_c$ be the deviation, and choose, in three dimensions, a $\beta$ made of straight pieces with a parameter $\nu>0$:
\begin{equation}
\beta=\begin{cases}1, & u>\nu,\\ u/\nu, & |u|\le\nu,\\ u+\nu-1, & u<-\nu.\end{cases}
\end{equation}
The pieces join, since $\beta=1$ at $u=\nu$ and $\beta=-1$ at $u=-\nu$.

Start at a microscopic length $a$ with a small deviation $u_0$. In the middle piece $du/u=d\ln L/\nu$, so
\begin{equation}
u(L)=u_0\left(\frac{L}{a}\right)^{1/\nu}.
\end{equation}
The piece ends when $|u|=\nu$, that is, at the length
\begin{equation}
\xi=a\left(\frac{\nu}{|u_0|}\right)^{\nu}.
\label{xitoy}
\end{equation}

\emph{Metal}, $u_0>0$. Beyond $\xi$ we have $\beta=1$, so $g$ grows in proportion to $L$ from its value $g_ce^{\nu}$ at $L=\xi$. In three dimensions Ohm's law is $G=\sigma L^2/L=\sigma L$, hence
\begin{equation}
g=g_ce^{\nu}\frac{L}{\xi},\qquad
\sigma=\frac{e^2}{h}\frac{g_ce^{\nu}}{\xi}\propto u_0^{\nu}.
\end{equation}

\emph{Insulator}, $u_0<0$. Put $v=-u$. Beyond $\xi$ the flow is $dv/d\ln L=v-\nu+1$. The quantity $v-\nu+1$ equals 1 at $L=\xi$ and grows in proportion to $L$, so it equals $L/\xi$. Therefore
\begin{equation}
g=g_ce^{-v}=g_ce^{1-\nu}e^{-L/\xi}.
\end{equation}
The length in (\ref{xitoy}) is the decay length of the conductance. It diverges as $|u_0|^{-\nu}$, while the conductivity vanishes as $u_0^{\nu}$: in three dimensions the two exponents are equal. What remains is to show that the straight pieces do not matter, and to find the result in other dimensions.

\section{Statement and assumptions}

Let $t=(n-n_c)/n_c$ measure the distance from the transition, where $n$ is a control parameter such as the donor density. Define $s$ and $\nu$ by
\begin{equation}
\sigma\propto t^{\,s}\quad(t>0),\qquad \xi\propto|t|^{-\nu}\quad(t<0).
\end{equation}
Wegner's relation for noninteracting electrons in $d>2$ dimensions is
\begin{equation}
\boxed{\,s=\nu(d-2)\,}.
\label{wegner}
\end{equation}
The assumptions are these.
\begin{enumerate}
\item Near the transition and for large $L$, the typical conductance $g$, defined by averaging $\ln g$ over disorder, is the one variable that controls how $g$ changes with size.
\item $\beta$ is smooth, with a single zero $x_c$ and positive slope there.
\item At the fixed length $a$, $x$ is a smooth function of $t$ that passes $x_c$ with nonzero slope. Thus $u_0=ct+O(t^2)$ with $c>0$. This is reasonable because a finite cube has no sharp transition.
\item Large metallic cubes obey Ohm's law and large insulating cubes have $g\propto e^{-L/\xi}$.
\end{enumerate}
If a wave function decays as $e^{-r/\xi_\psi}$, the conductance contains its square and $\xi=\xi_\psi/2$. The factor does not affect $\nu$.

\section{The flow function and its two ends}

Build a cube of edge $bL$ from cubes of edge $L$. By the first assumption the result depends on $b$ and $g(L)$ only: $g(bL)=f(b,g(L))$. Differentiating with respect to $b$ at $b=1$ gives
\begin{equation}
L\frac{dg}{dL}=\left.\frac{\partial f(b,g)}{\partial b}\right|_{b=1}.
\end{equation}
The right side is a function of $g$. Division by $g$ gives (\ref{flow}).

In $d$ dimensions the cross-section is $L^{d-1}$ and the length is $L$, so
\begin{equation}
G=\sigma L^{d-2},\qquad x=\ln\frac{h\sigma}{e^2}+(d-2)\ln L .
\label{ohm}
\end{equation}
Hence $\beta\to d-2$ at large $g$. In the insulator $x=\text{const}-L/\xi$, so $\beta=-L/\xi=x-\text{const}$. Thus $\beta$ is positive at one end and negative at the other, and for $d>2$ it must cross zero.

At the zero $g$ does not depend on $L$. A conductivity assigned to a critical cube through (\ref{ohm}) is then
\begin{equation}
\sigma(L)=\frac{e^2}{h}\,g_c\,L^{-(d-2)} ,
\label{crit}
\end{equation}
which tends to zero with growing size although the conductance stays finite. Slightly on the metallic side this decrease continues up to the length at which the cube leaves criticality, and then stops. Putting that length into (\ref{crit}) gives $\sigma\sim(e^2/h)g_c\,\xi^{-(d-2)}$, which is Wegner's relation in physical form.

\section{Derivation with the full flow}

Near the zero, $\beta=u/\nu+O(u^2)$, where we \emph{define}
\begin{equation}
\frac1\nu=\beta'(x_c).
\end{equation}
We must show that this $\nu$ is the localization-length exponent, and that the nonlinear part of $\beta$ leaves the exponents alone.

\subsection{Metallic side}

Integrate (\ref{flow}) from $a$ to $L$, and separate the part that is singular at $u=0$:
\begin{align}
\ln\frac La&=\int_{u_0}^{u}\frac{du'}{\beta(u')}\nonumber\\
&=\nu\ln\frac{u}{u_0}+\int_{u_0}^{u}\left[\frac1{\beta(u')}-\frac{\nu}{u'}\right]du'.
\label{split}
\end{align}
Here $\beta(u)$ means $\beta$ at $x=x_c+u$. The bracket is finite at $u'=0$: if $\beta=u/\nu+qu^2+\dots$, then $1/\beta=(\nu/u)(1-\nu qu+\dots)$, and the bracket tends to $-\nu^2q$. Replacing the lower limit by zero therefore costs only a term of order $u_0$.

From (\ref{ohm}), the conductivity follows from $x=x_c+u$ at large $L$:
\begin{equation}
\ln\frac{h\sigma a^{d-2}}{e^2}=\lim_{u\to\infty}\left[x_c+u-(d-2)\ln\frac La\right].
\end{equation}
Inserting (\ref{split}) gives
\begin{align}
\ln\frac{h\sigma a^{d-2}}{e^2}&=\nu(d-2)\ln u_0+C+O(u_0),\label{metal}\\
C&=\lim_{u\to\infty}\Big\{x_c+u-\nu(d-2)\ln u\nonumber\\
&\qquad-(d-2)\int_0^u\Big[\frac1\beta-\frac\nu{u'}\Big]du'\Big\}.
\label{C}
\end{align}
The limit exists if its derivative can be integrated to infinity. In the derivative the terms with $\nu/u$ cancel, leaving $1-(d-2)/\beta$. This vanishes as $\beta\to d-2$, and it is integrable when the correction to Ohm's law falls as a power of $1/g=e^{-x}$. Then $C$ is a number independent of $t$. Since $u_0\propto t$, (\ref{metal}) says $\sigma\propto t^{\nu(d-2)}$.

\subsection{Insulating side}

Let $v=-u>0$ and $b(v)=-\beta>0$. Then $du/\beta=dv/b$, and $b=v/\nu+\dots$ near zero. The same separation gives
\begin{equation}
\ln\frac La=\nu\ln\frac{v}{v_0}+\int_{v_0}^{v}\left[\frac1{b(v')}-\frac{\nu}{v'}\right]dv',\quad v_0=|u_0|.
\end{equation}
Far in the insulator $b\to v+k$ with constant $k$. Then $v+k$ grows in proportion to $L$, and the constant of proportionality is $1/\xi$, because $g=g_ce^{-v}=g_ce^{k}e^{-L/\xi}$. Using $\ln\xi=\ln L-\ln(v+k)$,
\begin{align}
\ln\frac\xi a&=-\nu\ln v_0+C'+O(v_0),\\
C'&=\lim_{v\to\infty}\Big\{\nu\ln v-\ln(v+k)+\int_0^v\Big[\frac1b-\frac\nu{v'}\Big]dv'\Big\}.
\end{align}
The derivative of the expression in braces is $1/b-1/(v+k)$; the limit exists if $b$ approaches $v+k$ fast enough for this to be integrable. Hence $\xi\propto|t|^{-\nu}$ with the same $\nu$ as on the metallic side, because one smooth function with one slope governs both. This completes (\ref{wegner}).

\section{Flows that are not straight}

A family with the right ends is
\begin{equation}
\beta=(d-2)-\frac1p\ln\left(1+g^{-p}\right),\qquad p>0.
\label{family}
\end{equation}
For large $g$ it is $d-2-g^{-p}/p$; for small $g$ it is $d-2+\ln g$. It is a model, not the true $\beta$ of a material. Its zero obeys $1+g_c^{-p}=e^{p(d-2)}$, and differentiation with respect to $x$ gives
\begin{equation}
\frac1\nu=\frac{g_c^{-p}}{1+g_c^{-p}}=1-e^{-p(d-2)} .
\end{equation}
The full flow was integrated numerically from $|u_0|=10^{-4}$ and $10^{-5}$. The exponent $s$ was read from the conductivity and $\nu$, separately, from the exponential decay:
\begin{center}
\begin{tabular}{ccccc}
$d$ & $p$ & $s$ & $\nu$ & $\nu(d-2)$\\ \hline
3 & 1 & 1.582 & 1.582 & 1.582\\
3 & 2 & 1.157 & 1.157 & 1.157\\
2.5 & 1 & 1.271 & 2.541 & 1.271\\
4 & 1 & 2.313 & 1.157 & 2.313
\end{tabular}
\end{center}
The dimension $2.5$ is a formal value in the flow equation. For $d=3$, $p=1$, the amplitude $e^C$ from (\ref{C}) is 0.525, and the integrated flow gives the same.

The power law belongs to small $u_0$. For $d=3$, $p=1$, the apparent exponent between $u_0=0.25$ and $0.5$ is 1.70, about 7\% above the critical value 1.58. A fit over a wide range can thus return a wrong exponent even when the scaling theory holds.

\subsection{Close to two dimensions}

Let $d=2+\epsilon$ with small $\epsilon>0$, and suppose $\beta=\epsilon-B/g$ with $B>0$. The critical point $g_c=B/\epsilon$ lies at large $g$, where such an expansion makes sense. Multiplying the flow equation by $g$ makes it linear:
\begin{equation}
\frac{dg}{d\ln L}=\epsilon(g-g_c),\qquad g-g_c=(g_0-g_c)\left(\frac La\right)^{\epsilon}.
\end{equation}
So $\nu=1/\epsilon$. Dividing by $L^\epsilon$ at large $L$ gives $\sigma=(e^2/h)(g_0-g_c)a^{-\epsilon}$ and $s=1$, in agreement with $s=\nu\epsilon$. If the leading correction is $-B/g^2$ instead, then $g_c^2=B/\epsilon$, $\beta'(x_c)=2B/g_c^2=2\epsilon$, and $s=1/2$. The relation is the same, but the values of its exponents depend on the flow. At $\epsilon=0$ both of these functions are negative for every finite $g$, and there is no transition to which the relation could apply.

\section{What scale invariance contributes}

Suppose that the critical conductance were not constant but fell as $L^{-y}$, so that near the transition
\begin{equation}
g(L,t)=L^{-y}F(z),\qquad z=tL^{1/\nu}.
\end{equation}
In the metal $g$ must grow as $L^{d-2}$, so $F$ must behave as $z^{m}$ with $m/\nu-y=d-2$. The conductivity then varies as $t^m$, and
\begin{equation}
s=m=\nu(d-2+y).
\end{equation}
Wegner's relation is the case $y=0$. Ohm's law and a diverging length alone do not give it; the constancy of $g$ at criticality is needed.

That constancy can be examined on a microscopic model. Electrons hop between nearest neighbours of a simple cubic lattice, with site energies drawn uniformly from an interval of width $W$, in units of the hopping energy. The cube is periodic sideways, every end site is fed by its own perfect chain, and the energy is at the band centre. The averages of $\ln g$, with standard errors in the last digits, are
\begin{center}
\begin{tabular}{cccc}
$W$ & $L=4$ & $L=6$ & $L=8$\\ \hline
8 & $0.515(7)$ & $0.954(8)$ & $1.217(9)$\\
16.5 & $-1.48(3)$ & $-1.29(4)$ & $-1.34(6)$\\
25 & $-3.49(4)$ & $-4.22(9)$ & $-5.36(12)$
\end{tabular}
\end{center}
with $L$ in lattice spacings. From $L=4$ to $8$ the first row rises by 0.70, close to the Ohmic $\ln2=0.69$. The separate steps scatter about Ohm's law: from 4 to 6 the rise is 0.44 against $\ln(3/2)=0.41$, and from 6 to 8 it is 0.26 against $\ln(4/3)=0.29$. These deviations are two to three standard errors, have opposite signs and share the $L=6$ average, so they do not establish a departure from Ohm's law. The last row falls by 1.9 from $L=4$ to $8$. The middle row changes by 0.14, much less than the first or the last. It is not constant within its errors: most of the change occurs between $L=4$ and $6$. At these sizes the table depends on the contacts. If the leads continue the cubic lattice instead of being separate chains, the first row rises by 1.03 from $L=4$ to $8$ and the middle row rises from $-2.06$ to $-1.43$. The nearly Ohmic first row and the nearly flat middle row thus belong to the chain contacts. The two kinds of lead approach each other with size: at $W=16.5$ they differ by about 0.6 at $L=4$ and by 0.1 at $L=8$.

Near criticality $\ln g-\ln g_c\propto(W_c-W)L^{1/\nu}$, so the slope of $\ln g$ against $W$ grows as $L^{1/\nu}$. Between $W=14$ and $19$ the slopes are $-0.245$ at $L=4$ and $-0.382$ at $L=8$, hence
\begin{equation}
\frac1\nu\approx\frac{\ln(0.382/0.245)}{\ln2}=0.64\pm0.06 ,
\end{equation}
or $\nu\approx1.6$. The error is statistical; the small sizes add a systematic one that may be larger, since leads that continue the cubic lattice give $0.51\pm0.06$ by the same estimate. The lines for $L=4$ and $8$ cross at $W\approx17$ with typical $g_c\approx0.2$. This point is uncertain: the lines for $L=6$ and $8$ cross at $W\approx16$ with $g_c\approx0.3$, and with lattice leads the lines for $L=4$ and $8$ cross only near $W\approx21$. With chain contacts these data are roughly consistent with the assumption of scale invariance; cubes this small cannot establish it. They do not measure $s$ independently.

\section{Example: numbers for a doped semiconductor}

Phosphorus-doped silicon sets the scale. Rough inputs are $n_c=4\times10^{18}\,\mathrm{cm^{-3}}$, effective masses 0.19 and 0.92 electron masses, six valleys, and relative permittivity 12. We take $\nu=1.6$, so $s=1.6$ in three dimensions. As an order-of-magnitude choice of amplitudes, let
\begin{equation}
\xi=n_c^{-1/3}t^{-\nu},\qquad \sigma=\frac{2e^2}{h}\frac{g_c}{\xi},
\end{equation}
with $g_c\approx0.2$ from the lattice and the factor 2 for spin. The arithmetic below carries the computed value 0.197. Even its first digit is uncertain: $g_c=0.3$ would raise $\sigma$, and the temperature $T^*$ found below, by half. The donor spacing is $n_c^{-1/3}=6.3$ nm. At $n=5\times10^{18}\,\mathrm{cm^{-3}}$, $t=0.25$ and
\begin{align}
\xi&=6.3\,\mathrm{nm}\times0.25^{-1.6}=58\,\mathrm{nm},\\
\sigma&=\frac{7.75\times10^{-5}\,\mathrm{S}\times0.197}{5.8\times10^{-6}\,\mathrm{cm}}=2.6\,\mathrm{S/cm}.
\end{align}
At $t=0.05$ the same law gives $\xi=760$ nm and $\sigma=0.20$ S/cm: a fivefold reduction of $t$ lowers $\sigma$ by $5^{1.6}\approx13$.

\subsection{Temperature}

Thermal smearing alone requires $kT$ to be well below the distance of the Fermi energy from the critical energy. With a free-electron band and a fixed critical energy, $E_F\propto n^{2/3}$ makes this distance about $\tfrac23E_Ft$. For $E_F=8.7$ meV and $t=0.25$ it is 1.4 meV, or 17 K. At 300 K, $kT=26$ meV exceeds $E_F$ itself, and the critical law does not apply.

Inelastic scattering, absent from the model, is more restrictive. If its rate is of order $kT/\hbar$, electrons stay coherent over $\xi$ only for $kT\lesssim\hbar D/\xi^2$. With $D=\sigma/(e^2N)$ and $N$ the density of states for both spins,
\begin{equation}
kT^*=\frac{\hbar}{\xi^2}\,\frac{2g_c}{hN\xi}=\frac{g_c}{\pi N\xi^3}.
\end{equation}
The level spacing $1/(N\xi^3)$ is $6.9\times10^{-3}$ meV at $t=0.25$, so $T^*\approx5$ mK. At $t=0.5$ it is 0.13 K. If one valley held all electrons, $E_F$ would rise by $6^{2/3}=3.3$ and $N=3n/(2E_F)$ would fall by the same factor, giving 0.43 K with $\xi$ and $\sigma$ held fixed. These temperatures inherit the chosen amplitudes: with $\sigma=100$ S/cm and the same $\xi$, the limit at $t=0.25$ would be about 0.2 K, still far below 17 K.

\subsection{Comparison with the real material}

Phosphorus-doped silicon does not satisfy the assumption that electrons do not interact. The unscreened Coulomb energy at distance $\xi$ is 2.1 meV at $t=0.25$, 300 times the level spacing. Screening reduces it, so the ratio is no measure of the change in exponent, but it gives no ground for neglecting interactions. Reported exponents for uncompensated samples range roughly from 0.5 to a little above 1, depending on the range fitted, against 1.6 here. With $s=0.5$ the reduction from $t=0.25$ to $0.05$ would be 2.2-fold instead of 13-fold. The model's 2.6 S/cm is also far from typical: measured low-temperature values at this density are roughly a hundred S/cm. The chosen amplitude is therefore unsuitable for predicting a resistance. Mass anisotropy matters less: in one valley with short-range disorder, rescaling each axis by the square root of its mass removes it, leaving a factor $\sqrt{0.92/0.19}=2.2$ between lengths along different axes and the exponents unchanged.

\section*{Calculated quantities}
\begin{verbatim}
Flow test: s from sigma, nu from exponential decay
 d=3.0 family 1: s=1.5820 nu=1.5820 nu(d-2)=1.5820 1/beta'=1.5820
   g_c=0.5820, sigma amplitude: integral 0.5248, flow 0.5248
 d=3.0 family 2: s=1.1565 nu=1.1565 nu(d-2)=1.1565 1/beta'=1.1565
   g_c=0.3956, sigma amplitude: integral 0.6933, flow 0.6933
 d=2.5 family 1: s=1.2708 nu=2.5415 nu(d-2)=1.2707 1/beta'=2.5415
   g_c=1.5415, sigma amplitude: integral 1.5059, flow 1.5058
 d=4.0 family 1: s=2.3130 nu=1.1565 nu(d-2)=2.3130 1/beta'=1.1565
   g_c=0.1565, sigma amplitude: integral 0.0967, flow 0.0967
Apparent s, d=3 family 1, start 0.25 to 0.5: 1.698
Lattice cubes, mean ln g (standard error); W in hoppings
 samples: L=4: 2000, L=6: 600, L=8: 350
 W= 8.0: L=4 0.515(0.007), L=6 0.954(0.008), L=8 1.217(0.009)
 W=14.0: L=4 -0.859(0.019), L=6 -0.574(0.031), L=8 -0.454(0.036)
 W=16.5: L=4 -1.476(0.025), L=6 -1.291(0.044), L=8 -1.338(0.057)
 W=19.0: L=4 -2.082(0.031), L=6 -2.180(0.058), L=8 -2.366(0.084)
 W=25.0: L=4 -3.489(0.041), L=6 -4.218(0.085), L=8 -5.364(0.123)
 d(ln g)/dW at L=4: -0.2446 (0.0040)
 d(ln g)/dW at L=8: -0.3824 (0.0157)
 Crossing of L=4 and L=8 lines: W=17.13
 Typical g at crossing: 0.197
 1/nu from slopes: 0.64 (0.06), nu about 1.55
Doped silicon, rough inputs
 n_c=4.0e+18 cm^-3, nu=1.6, s=1.6, xi_0=6.30 nm
 masses 0.19, 0.92 m_e; permittivity 12; valleys 6
 2e^2/h=7.7481e-05 S, sigma_0=24.2 S/cm
 n=4.20e+18 cm^-3 (t=0.05): xi=760.3 nm, sigma=0.200 S/cm
   T limit=2.35e-06 K, Coulomb=0.158 meV, spacing=3.23e-06 meV, ratio=48857
 n=4.40e+18 cm^-3 (t=0.1): xi=250.8 nm, sigma=0.608 S/cm
   T limit=6.44e-05 K, Coulomb=0.478 meV, spacing=8.86e-05 meV, ratio=5400
 n=5.00e+18 cm^-3 (t=0.25): xi=57.9 nm, sigma=2.632 S/cm
   T limit=5.01e-03 K, Coulomb=2.073 meV, spacing=6.90e-03 meV, ratio=300
 n=6.00e+18 cm^-3 (t=0.5): xi=19.1 nm, sigma=7.978 S/cm
   T limit=1.31e-01 K, Coulomb=6.284 meV, spacing=1.81e-01 meV, ratio=35
 T limit at t=0.5 with one valley: 4.34e-01 K
 Length anisotropy sqrt(m_l/m_t)=2.20
 Fermi energy at n_c, six valleys: 8.66 meV
 kT at 300 K: 25.85 meV
\end{verbatim}
